# Negative Inverse Permittivity from Eliminating Antiferroelectric Order in a Quartic Landau Model

A capacitor simulation of an antiferroelectric film can carry two variables, the polarization and the antipolar order, or a single polynomial in the polarization. The choice depends on where that polynomial is valid. A fit with a positive quadratic and a negative quartic coefficient seems to promise negative capacitance at finite polarization, but the polynomial ceases to apply once antipolar order is gone. If its slope would change sign only beyond that point, the negative branch does not exist. The theorem below decides this from the coefficients.

## Model and conventions

Let $P$ be the polarization normal to the film and $A$ the staggered polarization, the amplitude of an antipolar pattern with zero mean. In mean field, for a uniform film in a field $E$, the energy density is

$$f=\frac a2P^2+\frac b4P^4-\frac m2A^2+\frac\beta4A^4+\frac g2P^2A^2-EP .\tag{1}$$

Assume $b,\beta,m>0$. The sign of $a$ is free. Since $m>0$, antipolar order forms at $P=0$.

The energy must be bounded below. For $g\ge0$ the quartic part is clearly positive away from the origin. For $g<0$ write it as

$$\frac14\left(\sqrt b\,P^2-\sqrt\beta\,A^2\right)^2+\frac12\left(g+\sqrt{b\beta}\right)P^2A^2 .$$

This is positive away from the origin if and only if $g>-\sqrt{b\beta}$, which is assumed.

The order $A$ is taken to relax fully at each $P$. Let $F(P)$ be the minimum over $A$ of $f+EP$. Equilibrium in $P$ requires $E=F'(P)$, and the slope of this curve is $s=dE/dP=F''(P)$.

Electrons and other fast modes add a linear background, so $D=P+\varepsilon_0\varepsilon_bE$. Then $dD/dE=1/s+\varepsilon_0\varepsilon_b$, and the inverse permittivity is

$$\frac{dE}{dD}=\frac{s}{1+\varepsilon_0\varepsilon_b s}.\tag{2}$$

It is positive for $s>0$ and negative for $-1/(\varepsilon_0\varepsilon_b)<s<0$. When $s$ falls continuously through zero, both quantities therefore change sign at the same polarization.

## Theorem

Let $g>0$. Antipolar order vanishes at $P_c=\sqrt{m/g}$. As $P$ grows from zero, the slope $s$ is first positive and then becomes negative at some $P_n$ with $0<P_n<P_c$ if and only if

$$-\frac{gm}{\beta}<a<m\left(\frac{2g}{\beta}-\frac{3b}{g}\right).\tag{3}$$

The window is open if and only if $g^2>b\beta$. Let $a_-$ and $a_+$ be its lower and upper ends. Inside it,

$$\frac{P_n^2}{P_c^2}=\frac{a-a_-}{a_+-a_-}.\tag{4}$$

The inverse permittivity also turns from positive to negative at $P_n$. For $-\sqrt{b\beta}<g\le0$ there is no such onset, and antipolar order never vanishes.

## Lemma 1: the relaxed energy

For $g>0$ and $P<P_c$,

$$F=-\frac{m^2}{4\beta}+\frac{a_e}{2}P^2+\frac{b_e}{4}P^4,\qquad a_e=a+\frac{gm}{\beta},\quad b_e=b-\frac{g^2}{\beta}.\tag{5}$$

For $P\ge P_c$, $A=0$ and $F=aP^2/2+bP^4/4$.

**Proof.** Put $y=A^2\ge0$. The terms containing $y$ are

$$\frac\beta4y^2-\frac{m-gP^2}{2}y=\frac\beta4\left(y-\frac{m-gP^2}{\beta}\right)^2-\frac{(m-gP^2)^2}{4\beta}.$$

If $m-gP^2>0$, the square can be made zero, and the unique minimum is

$$A^2=\frac{m-gP^2}{\beta}.\tag{6}$$

If $m-gP^2\le0$, the expression increases with $y$ on the allowed range, so the minimum is at $y=0$. The two cases meet at $P_c^2=m/g$. In the first case the remaining term expands to

$$-\frac{m^2-2mgP^2+g^2P^4}{4\beta}
=-\frac{m^2}{4\beta}+\frac12\frac{gm}{\beta}P^2-\frac14\frac{g^2}{\beta}P^4 .$$

Adding $aP^2/2+bP^4/4$ gives (5). $\square$

Antipolar order thus stiffens the film at small $P$, since $a_e>a$, and softens its quartic response, since $b_e<b$. The first effect is the cost of polarizing against existing order. The second arises because that order shrinks as $P$ grows.

## Lemma 2: the origin of the negative slope

On the antipolar branch,

$$s=a_e+3b_eP^2=f_{PP}-\frac{2g^2P^2}{\beta},\tag{7}$$

where $f_{PP}$ is the slope at fixed $A$.

**Proof.** The first form is the second derivative of (5). For the second, the equilibrium condition $f_A(P,A(P))=0$ gives $f_{PA}+f_{AA}A'(P)=0$ on differentiation. Hence

$$s=f_{PP}+f_{PA}A'=f_{PP}-\frac{f_{PA}^2}{f_{AA}} .$$

From (1), $f_{PP}=a+3bP^2+gA^2$, $f_{PA}=2gPA$ and $f_{AA}=-m+3\beta A^2+gP^2$. By (6), $-m+gP^2=-\beta A^2$, so $f_{AA}=2\beta A^2$. The subtracted term is therefore $4g^2P^2A^2/(2\beta A^2)=2g^2P^2/\beta$. Inserting (6) into $f_{PP}$ gives

$$f_{PP}=a_e+\left(3b-\frac{g^2}{\beta}\right)P^2,\tag{8}$$

and subtracting $2g^2P^2/\beta$ returns the first form. $\square$

Equation (8) is linear in $P^2$. It runs from $a_e$ at $P=0$ to $a+3bm/g$ at $P_c$. If both ends are positive, the slope at fixed $A$ is positive along the whole branch, and the negative sign of $s$ comes from the relaxation of $A$. In that case a probe too fast for $A$ to follow sees no negative slope.

## Proof of the theorem

By Lemma 2, $s$ is linear in $P^2$ below $P_c$. If $a_e<0$, the slope is already negative at $P=0$. If $a_e=0$, then $s=3b_eP^2$ never changes sign. An initial positive interval followed by a negative one therefore requires $a_e>0$, which is the lower bound in (3).

Given $a_e>0$, a linear function of $P^2$ changes sign before $P_c$ if and only if its limit there is negative:

$$s(P_c^-)=a+\frac{gm}{\beta}+3\left(b-\frac{g^2}{\beta}\right)\frac mg
=a+\frac{3bm}{g}-\frac{2gm}{\beta}<0 .\tag{9}$$

This is the upper bound. The width of the window is

$$a_+-a_-=\frac{3gm}{\beta}-\frac{3bm}{g}=\frac{3m}{g\beta}\left(g^2-b\beta\right),$$

which is positive if and only if $g^2>b\beta$. In that case $b_e<0$, and $s=0$ gives

$$P_n^2=\frac{a_e}{-3b_e}=\frac{\beta(a-a_-)}{3(g^2-b\beta)} .$$

Dividing by $P_c^2=m/g$ gives (4).

For $g\le0$, $m-gP^2\ge m>0$ at every $P$, so $A$ never vanishes and (5) holds throughout. The bound on $g$ gives $g^2<b\beta$, hence $b_e>0$. The slope then grows with $P^2$ and cannot pass from positive to negative. At an onset $s$ falls continuously through zero, so by (2) the inverse permittivity changes sign there too. $\square$

Equation (4) supplies the two limits. Near the lower end the onset moves to $P=0$, and the state becomes unstable to ordinary polar order. Near the upper end it moves to $P_c$, and the negative interval shrinks to nothing. The window contains positive $a$ when $2g^2>3b\beta$, so the material need not have a polar instability of its own.

The classification was tested on random energies with $b,m,\beta,g$ between 0.5 and 2 and $a$ between $-3$ and 3, in dimensionless units. The energy was minimized numerically over $A$ and differentiated by finite differences. Of 240 draws, 13 lay too near a boundary for the scan to resolve. The other 227 all fell in the predicted class: 74 unstable at $P=0$, 53 with an onset at nonzero $P$, and 100 with neither.

## Corollary: endpoint and switching fields

Just above $P_c$ the slope is $a+3bm/g$. Comparison with (9) shows an upward jump of $2gm/\beta$. Two cases follow within the window.

- If $a+3bm/g>0$, the negative interval ends at $P_c$, because $a+3bP^2$ grows from a positive value.
- If $a+3bm/g<0$, the bare polar energy is itself concave at $P_c$, and negative slope continues to $P=\sqrt{-a/(3b)}$. Together with $a>a_-$ this requires $g^2>3b\beta$.

The field at onset follows from $b_eP_n^2=-a_e/3$:

$$E_n=P_n(a_e+b_eP_n^2)=\frac23a_eP_n .\tag{10}$$

The field at the endpoint is $E_c=P_c(a+bP_c^2)$.

At fixed $E$, the determinant of second derivatives on the antipolar branch is $f_{PP}f_{AA}-f_{PA}^2=f_{AA}s$. Since $f_{AA}>0$, a state with $s<0$ is a saddle. In the first case above, a slowly raised field therefore makes the film jump at $E_n$. On the way down, the polar state loses stability against $A$ at $E_c$, where $f_{AA}=gP^2-m$ reaches zero. If also $E_c>0$, then $E(P)>0$ for every $P>0$: below $P_c$ the factor $a_e+b_eP^2$ falls but stays positive up to $P_c$, and above it $a+bP^2$ rises. The only minimum at zero field then has $P=0$, and the loop is double, without remanence.

## Worked example

Take round model parameters in the regime of an antiferroelectric-like zirconia film. Let $u$ denote 1 MV/cm per µC/cm², and let $P$ and $A$ be in µC/cm². Choose $a=-0.125\,u$ and $m=0.540\,u$, with $b=1.0\times10^{-3}$ and $\beta=g=2.4\times10^{-3}$ in MV/cm per (µC/cm²)³.

Because $g/\beta=1$, the lower end of the window is $-0.540\,u$. The upper end is $0.540(2-3/2.4)=0.405\,u$. The chosen $a$ lies inside. With the other parameters held fixed, numerical minimization finds a negative branch at $a=0.385\,u$ and none at $0.425\,u$.

The relaxed coefficients are $a_e=-0.125+0.540=0.415\,u$ and $b_e=(1.0-2.4)\times10^{-3}=-1.4\times10^{-3}$. Hence

$$P_n=\sqrt{\frac{0.415}{3(0.0014)}}=9.94,\qquad P_c=\sqrt{\frac{0.540}{0.0024}}=15.0\ \text{µC/cm}^2 .$$

At onset $A$ is still 11.2 µC/cm², against 15.0 at $P=0$, so the negative slope begins well before antipolar order is lost. The fields are $E_n=\tfrac23(0.415)(9.94)=2.75$ MV/cm and $E_c=15(-0.125+0.225)=1.50$ MV/cm.

Just below $P_c$ the slope is $0.415-0.0042(225)=-0.53\,u$; just above it is $-0.125+0.003(225)=0.55\,u$. The slope at fixed $A$ is positive at both ends of the branch, and at onset it is $0.47\,u$. This example therefore belongs to the first case, and its negative slope comes from the relaxation of $A$.

In these units $\varepsilon_0=0.0885$ µC/cm² per MV/cm. With $\varepsilon_b=5$, the relative permittivity is $5+1/(0.0885\times0.415)=32$ at $P=0$, and $5-1/(0.0885\times0.53)=-16$ just below $P_c$. In between it diverges at onset, while its inverse passes smoothly through zero.

When both variables relax downhill in field steps of 0.01 MV/cm, the film jumps at 2.76 MV/cm going up and at 1.47 going down. The second jump is late because $A$ must grow from a small seed, at a rate proportional to $m-gP^2$, which vanishes at $P_c$. The value 1.47 therefore depends on the seed and on the time spent at each step: ten times less time gives 1.39, and ten times more gives 1.49.

## Proposition: a series dielectric

Let the film, of thickness $t_f$, be in series with a linear layer of thickness $t_d$ and relative permittivity $\varepsilon_d$. Allow a fixed interface charge that lowers the displacement in the layer to $D-\sigma$. For $1+\varepsilon_0\varepsilon_bs>0$, a uniform state with $s<0$ is stable at fixed voltage against uniform changes if and only if

$$\frac{t_d}{t_f}>\frac{\varepsilon_0\varepsilon_d|s|}{1-\varepsilon_0\varepsilon_b|s|}.\tag{11}$$

**Proof.** The voltage is

$$V=t_fE+t_d\frac{P+\varepsilon_0\varepsilon_bE-\sigma}{\varepsilon_0\varepsilon_d}.$$

At fixed $V$ and $\sigma$ this gives $dE/dP=-k_0$, with

$$k_0=\frac{t_d}{\varepsilon_0(\varepsilon_dt_f+\varepsilon_bt_d)} .$$

The driving force on $P$ is $E-F'(P)$. It restores equilibrium if its derivative $-k_0-s$ is negative, that is, if $s+k_0>0$. Multiplying by the positive denominator of $k_0$ gives $t_d(1+\varepsilon_0\varepsilon_bs)>-s\,\varepsilon_0\varepsilon_dt_f$, which is (11). $\square$

The most negative slope on the branch is the limit at $P_c$. For a 10 nm film and $\varepsilon_d=9$, an alumina-like value, the required thickness is

$$t_d=10\,\frac{0.0885\times9\times0.53}{1-0.0885\times5\times0.53}=5.5\ \text{nm}.$$

A 6 nm layer therefore stabilizes the whole branch against uniform changes.

## Remark: lateral modulation

Uniform stability is not sufficient. Let $P$ acquire a part $p\cos qx$, constant through the film thickness. Take the background permittivity of each layer to be the same in all directions. The potential vanishes at both electrodes and has amplitude $\phi_i$ at the interface. It varies as $\sinh qz$ in the film, with $z$ measured from its electrode, and likewise in the dielectric from the other electrode. Continuity of normal displacement gives

$$p-\varepsilon_0\varepsilon_bq\phi_i\coth(qt_f)=\varepsilon_0\varepsilon_dq\phi_i\coth(qt_d).$$

The mean opposing field in the film is $\phi_i/t_f=k(q)p$, so

$$k(q)=\frac{1}{\varepsilon_0qt_f[\varepsilon_b\coth(qt_f)+\varepsilon_d\coth(qt_d)]}.\tag{12}$$

As $q\to0$, $\coth(qt)\to1/(qt)$ and $k\to k_0$. At short wavelength $k$ falls as $1/q$: alternating charges cancel, and the dielectric loses its hold.

Add gradient energies $\kappa|\nabla P|^2/2$ and $\kappa|\nabla A|^2/2$, with equal stiffness for simplicity. Eliminating the modulation of $A$ as in Lemma 2 leaves

$$r(q)=f_{PP}+\kappa q^2+k(q)-\frac{f_{PA}^2}{f_{AA}+\kappa q^2}.$$

A negative $r$ proves instability within the model. A positive $r$ covers this trial shape alone.

At $P=13$ µC/cm² the uniform slope is $-0.295\,u$. The 6 nm layer gives $k_0=6/[0.0885(90+30)]=0.565\,u$, enough for uniform stability. With an assumed rough $\kappa=0.01\,u\,\text{nm}^2$, however, the lowest $r$ is $-0.175\,u$, at a wavelength of 6.2 nm. For this trial shape, removing the instability at this $P$ takes $\kappa=0.16\,u\,\text{nm}^2$, sixteen times the assumed value. A real film is more polarizable in its plane: with an in-plane relative permittivity of 32 in place of 5, the same shape needs about $0.4\,u\,\text{nm}^2$. A modulation that also varies through the thickness needs a larger $\kappa$ still: about $0.23\,u\,\text{nm}^2$ for the isotropic background and about $0.85\,u\,\text{nm}^2$ for the in-plane value of 32, with free boundary conditions on $P$ and $A$. For the assumed stiffness, the uniform state at this $P$ is therefore unstable to lateral modulation. It remains stable only close to the onset, where $|s|$ is small: with thickness-varying modes included, up to about $P=10.6$ µC/cm², or 10.2 for the in-plane value of 32, on a branch that runs from 9.94 to 15.

## Remark: the real case

Antiferroelectric-like zirconia films have, roughly, a relative permittivity of 30 to 40, switching fields of a few MV/cm and polarizations of 10 to 20 µC/cm². The example lies in that regime. Here $A$ is a simplified stand-in for antipolar oxygen displacements. It vanishes in the model's polar state, whereas polar orthorhombic zirconia keeps an antipolar part, so $P_c$ is an endpoint of the model and not a prediction for a real film. Strain and the full structural transition are also left out. Real films also break the assumption of uniformity. If a grain responds only to the field component along its polar axis, a 30° tilt raises $E_n$ by a factor $1/\cos30^\circ=1.15$, from 2.75 to 3.18 MV/cm.

The dielectric sets a harder limit. Without interface charge its field is $D/(\varepsilon_0\varepsilon_d)$, whatever its thickness: 14 MV/cm at onset and 20 at $P_c$, against a rough breakdown field of 8. A tunnelling estimate with a rough 3 eV barrier and 0.3 electron masses gives $3\times10^4$ A/cm² at $P_c$ for a bare triangular barrier; image-force lowering with an optical permittivity of 3 would raise this about fourfold. At that initial rate the whole displacement charge would pass in about 0.5 ns, but the current falls steeply as charge collects at the interface and lowers the layer field. Without interface charge, such a layer therefore cannot hold the branch statically. Lowering its field to 8 MV/cm at $P_c$ takes about 9.3 µC/cm² of compensating charge, or $5.8\times10^{13}$ elementary charges per cm². Even at 8 MV/cm the same estimate gives about $3\times10^{-3}$ A/cm², enough to move 1 µC/cm² in about 0.3 ms, so this charge lengthens the usable time without making the state static. Fixed charge leaves (11) unchanged, but it must stay in place during the measurement. It also biases the film, which at zero voltage rests near $P=5.6$ µC/cm² with a layer field of about $-3.5$ MV/cm. And it serves one polarity only: at the reversed onset, $P=-P_n$, the layer field would be about $-26$ MV/cm, far beyond the limit. The film itself, at 2.75 MV/cm, is below its rough limit of 4.

Thermal activation blurs the jumps. The antipolar and polar minima have equal energy at 2.375 MV/cm, with a uniform barrier of 1.5 J/cm³ between them. At 300 K this amounts to $25k_BT$ in 69 nm³, a cube of side about 4 nm. The energy of the region's boundary is omitted, so this is not a nucleation rate. Activated switching to the polar state can, however, become favourable from 2.375 MV/cm, below $E_n$.

Warming by 60 K, with an assumed Curie constant of $10^5$ K, raises $a$ and lowers $m$ by the same $0.007\,u$ if both instabilities weaken alike. Then $a_e$ changes by $0.007(1-g/\beta)\,u$, which is zero here because $g=\beta$. Accordingly $E_n$ stays at 2.75 MV/cm, while $E_c$ rises from 1.50 to 1.55. The constancy of $E_n$ belongs to this choice of parameters and is not a general property. The numerical output lists the remaining inputs and values.

## Computed values

```
random cases: at P=0 74, at P>0 53, none 100
a = -0.125, m = 0.540 MV/cm per uC/cm2
b = 1.00e-03, beta = 2.40e-03, g = 2.40e-03 MV/cm per (uC/cm2)^3
window for a: -0.540 to 0.405 MV/cm per uC/cm2
a_e = 0.415 MV/cm per uC/cm2
b_e = -1.40e-03 MV/cm per (uC/cm2)^3
A at P=0 = 15.00 uC/cm2
onset P_n = 9.940 uC/cm2; numerical 9.940
A at onset = 11.23 uC/cm2
endpoint P_c = 15.000 uC/cm2
E_n = 2.750 MV/cm; ramp jump up 2.76
E_c = 1.500 MV/cm; ramp jump down 1.47
slope below P_c = -0.530 MV/cm per uC/cm2
slope above P_c = 0.550 MV/cm per uC/cm2
fixed-A slope at onset = 0.474 MV/cm per uC/cm2
background relative permittivity = 5.0
relative permittivity at P=0 = 32.2
relative permittivity just below P_c = -16.3
film thickness = 10.0 nm; film voltage at E_n = 2.75 V
dielectric: 6.0 nm, relative permittivity 9.0
critical dielectric thickness = 5.52 nm
coexistence field = 2.375 MV/cm
uniform barrier there = 1.503 J/cm3
volume with a 25 kT barrier at 300 K = 69 nm3
rough film breakdown field = 4.0 MV/cm
rough dielectric breakdown field = 8.0 MV/cm
dielectric field at P_n = 14.0 MV/cm (no trapped charge)
dielectric field at P_c = 19.7 MV/cm (no trapped charge)
trapped charge to reach the limit at P_c = 9.29 uC/cm2
same charge as a density = 5.80e+13 per cm2
rough barriers: film 2.0, dielectric 3.0 eV
rough tunnelling mass = 0.3 electron masses
film tunnel current at E_n = 3.8e-10 A/cm2
dielectric tunnel current at P_c = 3.4e+04 A/cm2
time to pass the charge D at P_c = 0.47 ns
rough Curie constant = 1e+05 K; warming 60 K
warm film: E_n = 2.750, E_c = 1.549 MV/cm
E_n for a grain tilted by 30 degrees = 3.18 MV/cm
lateral test at P = 13.0 uC/cm2, uniform slope -0.295
rough gradient stiffness = 0.010 nm2 x slope unit
lowest lateral stiffness = -0.175 MV/cm per uC/cm2
wavelength of that modulation = 6.2 nm
gradient stiffness needed = 0.159 nm2 x slope unit
```
